# Peak temperature of a Wiedemann-Franz filament from its voltage alone, part 2

A current heats a conducting filament in an oxide. The question is when its peak temperature can be found without knowing its shape. In the steady state, both contacts are equipotentials at $T_0$, with voltage $V$ between them. The potential $\phi$, which is minus the electrochemical potential $\mu$ of the electrons up to a constant, runs from 0 to $V$. The electrical and thermal conductivities are $\sigma$ and $\kappa$. With no thermoelectric terms, the current density is $\mathbf j=-\sigma\nabla\phi$ and the heat flux is $\mathbf q=-\kappa\nabla T$, so

$$\nabla\cdot(\sigma\nabla\phi)=0. \qquad (3)$$

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \qquad (4)$$

If electrons carry all the heat, $\kappa=L\sigma T$ with constant $L$, and $\sigma\nabla(LT^2/2)=\kappa\nabla T$. With insulated sides, (3) and (4) then give, for any shape and even if $\sigma$ jumps between materials, the simple law

$$T^2=T_0^2+\frac{\phi(V-\phi)}{L}. \qquad (6)$$

Its peak, at $\phi=V/2$, is

$$T_{\max}^2=T_0^2+\frac{V^2}{4L}. \qquad (1)$$

The law also holds for a temperature defined by the electrons' energy when they do not reach equilibrium, provided that scattering is elastic and both $\sigma$ and the density of states are independent of energy.

A slender filament along $z$, with length $\ell$, radius $r$, cross-section $A$ and current $I$, has $\phi$, $T$ and $\sigma$ uniform over each cross-section. Its lossless balance is

$$\frac{I^2}{\sigma A}\left[\frac{d^2}{d\phi^2}\left(\frac{LT^2}{2}\right)+1\right]=0 .$$

The algebra uses atomic units: the electron has charge $-1$ and mass 1, $T$ stands for $k_BT$, and $L=\pi^2/3$. Numbers are in engineering units, with $L=2.443\times10^{-8}\ \mathrm{V^2/K^2}$. At electron energy $E$, the Fermi function is $F(x)=1/(e^x+1)$ with $x=(E-\mu)/T$.

Unless a change is stated, the example has $\ell=20$ nm, $r=10$ nm, $\sigma=10^6$ S/m, $V=0.30$ V and $T_0=300$ K. These give resistance $R=63.7\ \Omega$, $I=4.71$ mA and $T_{\max}\approx1005$ K. Additional material parameters are rough values, chosen to size each effect.

### Heat carried by the lattice

Let the lattice add a constant conductivity $\kappa_l$, at the same temperature as the electrons, and let $\sigma$ be constant too. Replace $LT^2/2$ by

$$\mathcal F(T)=\int_{T_0}^{T}\frac{\kappa}{\sigma}\,dT'=\frac{L(T^2-T_0^2)}{2}+\frac{\kappa_l}{\sigma}(T-T_0).$$

Then $\sigma\nabla\mathcal F=\kappa\nabla T$, which is the one property of $LT^2/2$ that the general proof used. The same steps give $\mathcal F=\phi(V-\phi)/2$, and at half potential

$$\frac{L(T_{\max}^2-T_0^2)}{2}+\frac{\kappa_l}{\sigma}(T_{\max}-T_0)=\frac{V^2}{8}. \qquad (7)$$

Shape is still absent, but $\sigma$ now matters. Take $\kappa_l=2$ W/(m K). Multiplying (7) by $2/L$ gives the coefficient $2\kappa_l/(L\sigma)=164$ K, and

$$T_{\max}^2+164\,T_{\max}=9.0\times10^4+164\times300+9.21\times10^5=1.060\times10^6,$$

with temperatures in kelvin. The positive root is $-82+\sqrt{82^2+1.060\times10^6}\approx951$ K. A separate numerical solution of the heat equation gives 951.0 K as well. Lattice conduction thus lowers the peak by about 5 % of its value.

The coefficient grows as $\sigma$ falls. At $\sigma=10^5$ S/m, with all else held fixed, it is 1637 K, and the same quadratic gives about 655 K. The simple law is then a large overestimate. This figure shows the trend only: by the free-electron estimate given near the end, such a conductivity means a mean free path of about 0.09 nm, shorter than the distance between atoms, and $\kappa=L\sigma T$ is itself in doubt there.

### Heat lost through the sides

Side loss brings the shape back. Let $g$ be the heat lost per unit length and per kelvin above $T_0$. For a slender filament with $\kappa=L\sigma T$ the balance is

$$\frac{I^2}{\sigma A}\left[\frac{d^2}{d\phi^2}\left(\frac{LT^2}{2}\right)+1\right]=g(T-T_0).$$

Dividing by the prefactor,

$$\frac{d^2}{d\phi^2}\left(\frac{LT^2}{2}\right)=-1+\frac{g\sigma A}{I^2}(T-T_0), \qquad (8)$$

and $\sigma A$ no longer cancels.

The loss can only cool this filament. First, $T$ cannot drop below $T_0$: at an interior minimum below $T_0$ the right side of (8) would be negative, while a minimum needs a second derivative that is not negative. So the last term is never negative. The difference between $LT^2/2$ and its lossless form then has a non-negative second derivative and is zero at both ends. Such a function is nowhere positive.

To estimate $g$, let oxide of conductivity $\kappa_{ox}$ surround the filament between two cold electrodes. Take an excess temperature $h(\rho)\sin(kz)$ with $k=\pi/\ell$, which vanishes at both electrodes; $\rho$ is the distance from the axis. Laplace's equation gives $h''+h'/\rho-k^2h=0$, whose decaying solution is the modified Bessel function $K_0(k\rho)$. Since $K_0'=-K_1$, the heat leaving per unit length, divided by the excess at $\rho=r$, is

$$g=2\pi r\,\kappa_{ox}\,\frac{kK_1(kr)}{K_0(kr)}=2\pi\kappa_{ox}\,\frac{kr\,K_1(kr)}{K_0(kr)} .$$

With $\kappa_{ox}=1$ W/(m K) and $kr=1.57$ this is 12.7 W/(m K). The filament's profile is not a pure sine, so using this $g$ at every $z$ is an approximation.

For a uniform filament $I=\sigma AV/\ell$, and the last term of (8) becomes $g\ell^2(T-T_0)/(\sigma AV^2)$. At the lossless peak it is

$$\frac{12.7\times(20\times10^{-9})^2\times705}{10^6\times3.14\times10^{-16}\times0.0900}\approx0.13 ,$$

so the sides would take about 13 % of the local Joule heat. The numerical solution, which takes $T$ as uniform over each cross-section, gives a peak of 957 K. For a radius of 4 nm, with $g$ recalculated and length, conductivity and voltage unchanged, it gives 865 K. Without side loss both radii would give the same peak. Both figures are best read as cross-section averages; heat flows outward, so the axis is hotter, by roughly 10 K.

### The lattice lags behind the electrons

The law gives the electron temperature $T_e$. Atoms move according to the lattice temperature $T_l$, which electrons raise by giving up energy at a rate $G(T_e-T_l)$ per unit volume. For a filament of uniform cross-section the coupled balances are

$$\frac{d}{dz}\left(L\sigma T_eA\frac{dT_e}{dz}\right)+\frac{I^2}{\sigma A}-GA(T_e-T_l)=0,$$

$$\frac{d}{dz}\left(\kappa_lA\frac{dT_l}{dz}\right)+GA(T_e-T_l)-g(T_l-T_0)=0 .$$

With $G=5\times10^{17}$ W/(m³ K) and the values of $\kappa_l$ and $g$ above, the solved peaks are 920 K for the electrons and 842 K for the lattice. These balances take both temperatures as uniform over a cross-section. Here the radius is half the length, so the results are better read as cross-section averages: the lattice is hotter on the axis, by some tens of kelvin, and cooler at the edge. The averaged lattice peak is about 16 % below the simple law. For the migration of oxygen vacancies the lower number is the relevant one, and it inherits the uncertainty of all three rough parameters.

### Thermoelectric terms

With a Seebeck coefficient $S$ the fluxes are $\mathbf j=-\sigma(\nabla\phi+S\nabla T)$ and $\mathbf q=-\kappa\nabla T+ST\mathbf j$. Energy conservation, $\nabla\cdot(\mathbf q+\phi\,\mathbf j)=0$, gives

$$\nabla\cdot\mathbf q=-\mathbf j\cdot\nabla\phi=\frac{j^2}{\sigma}+S\,\mathbf j\cdot\nabla T .$$

The definition of $\mathbf q$ gives $\nabla\cdot\mathbf q=-\nabla\cdot(\kappa\nabla T)+S\,\mathbf j\cdot\nabla T+T\,\mathbf j\cdot\nabla S$. Equating the two,

$$\nabla\cdot(\kappa\nabla T)+\frac{j^2}{\sigma}-T\,\mathbf j\cdot\nabla S=0 .$$

If $S$ is constant, the last term is zero. Then $\psi=\phi+ST$ satisfies $\mathbf j=-\sigma\nabla\psi$, and its difference between contacts at equal temperature is $V$. The original equations return with $\psi$ in place of $\phi$, and the peak is unchanged.

For $S=aT$, use $\psi=\phi+aT^2/2$, whose difference is again $V$. In a slender filament let $\eta$ be the drop of $\psi$ along the current, and let $u=T^2/2$. The steps that led to the simple law now give

$$L\frac{d^2u}{d\eta^2}-a\frac{du}{d\eta}+1=0 .$$

Replacing $a$ by $-a$ and $\eta$ by $V-\eta$ leaves this equation and its boundary values as they were. The peak is thus an even function of $a$ and has no first-order change. With $S=10$ µV/K at 300 K the computed shift is $-1$ K, and a test confirmed that doubling $S$ multiplies the shift by roughly four.

That figure keeps $L$ fixed. The energy dependence of $\sigma$ that produces $S$ also alters $L$. For $\sigma(E)$ linear in energy, with relative slope $b$ at $\mu$, the zero-current condition is $\nabla\mu=-(b\pi^2T/3)\nabla T$, so $|S|=b\pi^2T/3$. The electron flow that cancels the current carries heat back, and $\kappa/(\sigma T)=\pi^2/3-S^2$. Putting $\kappa/\sigma=(L-a^2T^2)T$ into $\mathcal F$ gives

$$\frac{L(T_{\max}^2-T_0^2)}{2}-\frac{a^2(T_{\max}^4-T_0^4)}{4}=\frac{V^2}{8}.$$

With $a=3.3\times10^{-8}$ V/K² this raises the peak by about 12 K, a hand estimate that omits the $-1$ K shift. The sign belongs to the linear form only. A relative curvature $c=\sigma''/\sigma$ at $\mu$ enters at the same order: with $\int x^4(-F')\,dx=7\pi^4/15$ it adds $8\pi^4cT^2/45$ to $\kappa/(\sigma T)$, against $S^2=5\pi^4b^2T^2/45$. For $c>5b^2/8$, as for an exponential $\sigma(E)$, $L$ rises and the peak falls. The correction is thus of order 10 K at this $S$, and its direction depends on the band. The chosen $S$ is also generous: free electrons with a constant mean free path have $b=1/E_F$, which gives about 1.5 µV/K at 300 K for $E_F=5$ eV.

### Which voltage, and between which points

The proof allows $\sigma$ to jump between materials. If the electrodes also obey $\kappa=L\sigma T$ and lose no heat sideways, they may be counted as part of the body. Then $V$ is the voltage between their distant cold ends, and the filament's own ends are warm.

Treat each electrode as a half-space entered through a hemisphere of radius $r$. Its spreading resistance is

$$R_s=\int_r^\infty\frac{d\rho}{2\pi\rho^2\sigma_{el}}=\frac{1}{2\pi r\sigma_{el}}=3.18\ \Omega\quad\text{for }\sigma_{el}=5\times10^6\ \mathrm{S/m}.$$

If 0.30 V is applied across the whole, each electrode takes $0.30\times3.18/(63.7+6.4)=0.0136$ V. The local law puts the filament ends at

$$\sqrt{9.0\times10^4+\frac{0.0136\times0.2864}{2.443\times10^{-8}}}\approx500\ \mathrm K,$$

while the peak stays at 1005 K. If instead the filament alone has 0.30 V, the total is $0.30+2\times3.18\times0.00471=0.330$ V, and the peak is about 1100 K. Assuming cold filament ends would then underestimate it. A flat contact disc has a larger spreading resistance than the hemisphere, $1/(4r\sigma_{el})=5.0\ \Omega$, so the warming of the ends found here is a low estimate.

### Is the example inside the model?

Diffusion needs a mean free path $\lambda$ well below $\ell$. For free electrons of density $n=k_F^3/3\pi^2$ and collision time $\lambda/k_F$, $\sigma=n\lambda/k_F=k_F^2\lambda/3\pi^2$. A rough Fermi energy of 5 eV gives $\lambda=0.93$ nm, against a length of 20 nm. The ratio of $k_BT_{\max}$ to the Fermi energy is 0.017, so the electrons are strongly degenerate. A local Fermi function needs more, namely electron-electron scattering within the filament. A rough time $\hbar E_F/(k_BT_{\max})^2\approx0.4$ ps and a diffusion constant $v_F\lambda/3\approx4\times10^{-4}$ m²/s give a length of order 10 nm, not small beside 20 nm. The energy-defined law is unaffected, but the two-temperature figures rest on an assumption that is only marginally met. The current density is $1.5\times10^9$ A/cm², high enough that electromigration may change the filament, which the model treats as fixed.

The steady state needs time. With heat capacity $c=3\times10^6$ J/(m³ K) and $\kappa=L\sigma T_{\max}=24.6$ W/(m K), the slowest sine profile decays in $c\ell^2/(\pi^2\kappa)\approx5$ ps if electrons and lattice share one temperature. Nearly all of $c$ belongs to the lattice, which exchanges heat with the electrons at the finite rate $G$, and this adds about $c/G=6$ ps. Both figures leave out the slower warming of the surrounding oxide. The field along that oxide is $0.30\ \mathrm V/20\ \mathrm{nm}=0.15$ MV/cm, well below the few MV/cm, roughly, at which such films break down.

### Beside a real memory cell

The example resembles a filament left by hard breakdown. A working hafnium oxide memory cell usually has a thinner film, roughly 5 to 10 nm, a narrower filament and a current well below the 4.7 mA found here. Its filament may also be a poor metal, or conduct by hopping, and then $\kappa=L\sigma T$ has no footing. Even in a metallic filament the lattice carries part of the heat, and some is lost to the oxide. In the example, with the filament ends held at 300 K, lattice conduction, side loss and electron-lattice lag together move the relevant temperature from 1005 K to about 842 K, averaged over the cross-section; the warm ends found above are not included in this figure. With a tenth of the conductivity, equation (7) gives about 655 K for lattice conduction alone, provided that $\kappa=L\sigma T$ still holds.

The law can therefore replace a mesh under stated conditions: a metallic filament, $2\kappa_l/(L\sigma)$ small beside $T_{\max}$, side loss small beside the Joule heat, and $V$ taken between points truly held at $T_0$. If the lattice temperature is the one wanted, the lag $T_e-T_l$ must be small as well. Where one of the two ratios is not small, equation (7) corrects for lattice conduction at constant $\sigma$, and equation (8) corrects for side loss in a slender filament. Each treats its own leak alone, and (8) requires a shape. The computed values are collected in the numerical output below.

## Table of computed values

```
EXAMPLE
Lorenz number over (kB/e)^2, from Fermi functions: 3.28987
Lorenz number: 2.4430e-08 V^2/K^2
filament length: 20 nm
filament radius: 10 nm
filament conductivity: 1.0e+06 S/m
voltage: 0.3 V
contact temperature: 300 K
resistance: 63.7 ohm
current: 4.71 mA
peak temperature, law: 1005.5 K
peak thermal energy kB*Tmax: 0.0866 eV
high-voltage slope 1/(2 sqrt L): 3199 K/V
peak temperature, law, at 0.1 V: 439 K
peak temperature, law, at 0.2 V: 707 K
peak temperature, law, at 0.5 V: 1627 K
SHAPE TESTS
abrupt neck, solved peak: 1005.6 K
abrupt neck, largest local deviation from law: 0.09 %
abrupt neck, potential spread in a cross-section: 19.5 % of V
cone, solved peak: 1006.0 K
cone, largest local deviation from law: 0.27 %
cone, potential spread in a cross-section: 3.0 % of V
quasi-1D off-centre neck, solved peak: 1005.5 K
energy-defined mid-temperature without equilibrium: 1005.5 K
NEGLECTED EFFECTS (rough material parameters)
oxide thermal conductivity: 1 W/(m K)
filament lattice thermal conductivity: 2 W/(m K)
electron-lattice exchange: 5.0e+17 W/(m^3 K)
side loss per length: 12.68 W/(m K)
peak with side loss: 957 K
peak with side loss, radius 4 nm: 865 K
peak with lattice conduction, formula: 951.0 K
peak with lattice conduction, solved: 951.0 K
all three effects, electron peak: 920 K
all three effects, lattice peak: 842 K
Seebeck coefficient at 300 K: 10 uV/K
peak shift from thermopower: -1.06 K
electrode conductivity: 5.0e+06 S/m
spreading resistance per electrode: 3.18 ohm
filament end temperature if electrodes share V: 500 K
Fermi energy: 5 eV
electron mean free path: 0.93 nm
kB*Tmax over Fermi energy: 0.0173
field along the oxide: 0.15 MV/cm
electronic thermal conductivity at peak: 24.6 W/(m K)
lattice heat capacity: 3.0e+06 J/(m^3 K)
heating time: 4.9 ps
```
